Strict separability of NEVPT2 for noninteracting fragments, part 1

(Sections cited here and not found follow in the second part.)

Hartree atomic units are used: energies in Eh, lengths in bohr.

1. Two H2 molecules with one virtual orbital each

Take a stretched H2 molecule A with two active orbitals, the bonding σ and the antibonding σ*, and one virtual orbital r. All orbitals are real and orthonormal. The reference is the two-configuration singlet

Ψ_A = c₁ |σα σβ⟩ + c₂ |σ*α σ*β⟩,

the lowest eigenvector of the Hamiltonian among two-electron states built from σ and σ*, with energy E_A, nuclear repulsion included. Consider the part of HΨ_A in which both electrons occupy r. There is one such determinant, |rα rβ⟩. It differs from |tα tβ⟩ in two spin orbitals, so the matrix element is the single integral (rt|rt) in chemists' notation, and the exchange partner vanishes because the spins differ. The component is K_A|rα rβ⟩ with

K_A = c₁ (rσ|rσ) + c₂ (rσ*|rσ*).

NEVPT2 assigns energies with Dyall's Hamiltonian, which here is the nuclear repulsion, plus an orbital energy ε_r for each electron in r, plus the exact Hamiltonian of whatever electrons remain in the active orbitals. In |rα rβ⟩ none remain, so the denominator and the second-order energy of this component are

Δ_A = E_nuc,A + 2ε_r − E_A,   e_A = −K_A²/Δ_A.

Now add a molecule B of the same kind that does not interact with A, so that H = H_A + H_B, the reference is Ψ_AΨ_B and its energy is E_A + E_B. Three things happen. First, H_A produces K_A|rα rβ⟩Ψ_B and H_B produces Ψ_A K_B|sα sβ⟩, where s is the virtual orbital of B. Second, nothing is produced with electrons in both r and s, because H_A leaves s empty and H_B leaves r empty. Third, in |rα rβ⟩Ψ_B the active electrons are those of B, in the state Ψ_B, which is an exact eigenstate of the active Hamiltonian of B. Dyall's energy of this function is E_nuc,A + 2ε_r + E_B, and its denominator is

(E_nuc,A + 2ε_r + E_B) − (E_A + E_B) = Δ_A.

The energy of the spectator cancels, and the dimer energy from these components is e_A + e_B.

Configuration interaction in the same three functions behaves differently. Let D_A and D_B be the diagonal energies of |rα rβ⟩Ψ_B and Ψ_A|sα sβ⟩ above E_A + E_B, and ε the correlation energy. The two excited functions do not couple, because every term of their matrix element contains ⟨Ψ_B|sα sβ⟩ = 0 or ⟨rα rβ|Ψ_A⟩ = 0. With coefficient 1 on the reference, the secular equations are K_A + (D_A − ε)x_A = 0, K_B + (D_B − ε)x_B = 0 and ε = K_A x_A + K_B x_B, so

ε = −K_A²/(D_A − ε) − K_B²/(D_B − ε).

The total ε, which contains the correlation energy of B, sits in the denominator of A, and the energy is not additive.

2. Dyall's Hamiltonian

Core orbitals are i, j, active orbitals t, u, v, w, virtual orbitals r, s, and general orbitals p, q, m, n. Core and virtual orbitals together are called inactive. With E_pq = Σ_σ a†_pσ a_qσ,

H = E_nuc + Σ h_pq E_pq + ½ Σ (pq|mn) Σ_στ a†_pσ a†_mτ a_nτ a_qσ.

Anticommuting a_qσ to the second position gives the equivalent form E_pq E_mn − δ_qm E_pn for the spin sum.

The CAS space consists of determinants with the core doubly occupied and the virtuals empty; its projector is P₀. The reference is normalised and satisfies P₀HΨ0 = E0Ψ0. Inside this space a pair a†_iσ a_jτ acts as δ_ij δ_στ. In the two-electron term, one core creator and one core annihilator can be placed in four ways. For p, q core and m, n active, the spin sum is E_pq E_mn → 2δ_pq E_mn. For p, n core and m, q active, a†_mτ and a_nτ anticommute, so a†_pσ a†_mτ a_nτ a_qσ = −a†_pσ a_nτ a†_mτ a_qσ → −δ_pn δ_στ a†_mσ a_qσ, which sums to −δ_pn E_mq. The other two placements are the images of these under (pq|mn) = (mn|pq) and cancel the factor ½. With four core indices the same two contractions give ½Σ_ij[4(ii|jj) − 2(ij|ji)]. Therefore

P₀HP₀ = (E_nuc + E_core + H_act)P₀,

h^eff_pq = h_pq + Σ_i [2(pq|ii) − (pi|iq)],

E_core = Σ_i 2h_ii + Σ_ij [2(ii|jj) − (ij|ji)],

H_act = Σ h^eff_tu E_tu + ½ Σ (tu|vw)(E_tu E_vw − δ_uv E_tw).

The inactive orbital energies come from the Fock matrix of the reference density γ_mn = ⟨Ψ0|E_mn|Ψ0⟩,

F_pq = h_pq + Σ_mn γ_mn [(pq|mn) − ½(pn|mq)].

The core orbitals are rotated among themselves, and the virtuals among themselves, until the two blocks of F are diagonal, with eigenvalues ε_i and ε_r. These rotations leave Ψ0 unchanged, since the core is full and the virtuals are empty. Dyall's Hamiltonian is

H^D = C + Σ_i ε_i E_ii + Σ_r ε_r E_rr + H_act,   C = E_nuc + E_core − 2Σ_i ε_i.

On a CAS determinant E_ii = 2 and E_rr = 0, so the orbital-energy term cancels the last part of C, H^D coincides with P₀HP₀, and H^DΨ0 = E0Ψ0. This eigenvalue property is what made the spectator energy cancel in part 1.

3. Labels, perturbers and the three variants

A label k is a list of spin-summed occupations (0, 1 or 2) of all inactive orbitals, and P_k projects on the determinants with that list. The reference list is k = 0. H^D contains inactive orbitals only through the number operators E_ii and E_rr, so it commutes with every P_k. The perturbers are

φ_k = P_k HΨ0 (k ≠ 0),   HΨ0 = E0Ψ0 + Σ_k φ_k.

The second equation follows from Σ P_k = 1 and P₀HΨ0 = E0Ψ0. H moves at most two electrons, so φ_k vanishes for more than two core holes or more than two virtual electrons. The pairs (holes, virtual electrons) other than (0,0) are the eight excitation classes.

A variant of NEVPT2 is a choice, for each k, of a subspace S_k of the range of P_k that contains φ_k. Its projector is Π_k.

Uncontracted (U): S_k is the whole range of P_k.

Partially contracted (PC): S_k = P_k W, where W is the span of all E_pq E_mn Ψ0. The functions E_pqΨ0 lie in W, because Σ_m E_mm Ψ0 = NΨ0 gives E_pqΨ0 = (1/N) Σ_m E_pq E_mm Ψ0, and Ψ0 itself lies in W by the same argument. So HΨ0 lies in W and φ_k lies in S_k. The commutator [E_mm, E_pq] = (δ_mp − δ_mq)E_pq shows that E_pq raises the occupation of p and lowers that of q by one. Each generator therefore carries a definite label, and P_k W is a subspace of W.

Strongly contracted (SC): S_k is the line spanned by φ_k.

The zeroth-order Hamiltonian is P₀HP₀ + Σ_k Π_k H^D Π_k on the CAS space and the S_k; its value on the remainder does not enter at this order. Since H⁰Ψ0 = E0Ψ0, the first-order equation (H⁰ − E0)Ψ1 = −(H − H⁰)Ψ0 has right side −Σφ_k, and it splits label by label. With M_k = Π_k(H^D − E0)Π_k acting in S_k,

Ψ1 = −Σ_k M_k⁻¹ φ_k,   E2 = ⟨Ψ0|H|Ψ1⟩ = −Σ_k ⟨φ_k|M_k⁻¹|φ_k⟩.

The last form uses ⟨Ψ0|H P_k = ⟨φ_k|. For SC, M_k is a number:

e_k = −N_k/Δ_k,   N_k = ⟨φ_k|φ_k⟩,   Δ_k = ⟨φ_k|H^D − E0|φ_k⟩/N_k.

When M_k of the PC space is positive, the Cauchy–Schwarz inequality applied to M_k^(1/2)φ_k and M_k^(−1/2)φ_k gives N_k² ≤ ⟨φ_k|M_k|φ_k⟩⟨φ_k|M_k⁻¹|φ_k⟩, so the SC energy of a label never lies below the PC energy.

4. The statement

The assumptions are these.

(a) Every orbital belongs to A or to B; h_pq and (pq|mn) vanish unless all indices belong to one fragment; E_nuc = E_nuc,A + E_nuc,B.

(b) The core, active and virtual spaces of AB are the unions of those of the fragments.

(c) Ψ0 = Ψ_AΨ_B, a product of singlet CASCI eigenstates with definite electron numbers.

(d) Every M_k with φ_k ≠ 0 is invertible.

Then for U, PC and SC

Ψ1 = Ψ1_A Ψ_B + Ψ_A Ψ1_B,   E2 = E2_A + E2_B,

and both hold label by label. Assumption (a) is a statement about orbitals as well as about physics; part 10 shows how far localisation can be dropped, and that for SC it cannot always be dropped.

5. Products of fragment states

A state of A is x = X†|0⟩ with X† a polynomial in creators of A, of definite parity in the number of creators; likewise y = Y†|0⟩ for B. The product is defined with A to the left, xy = X†Y†|0⟩. Products of fragment determinants are the determinants of AB up to a sign, so they form an orthonormal basis and ⟨x′y′|xy⟩ = ⟨x′|x⟩⟨y′|y⟩.

An operator with an even number of creators and annihilators of one fragment commutes with every operator of the other, since each exchange gives an even number of minus signs. An even O_B passes through X†, so O_B(xy) = x(O_B y). For an even O_A, write X†Y† = ±Y†X†, pass O_A through Y†, let it act on x, which keeps the parity of x, and move Y† back with the same sign: O_A(xy) = (O_A x)y. No fermionic sign survives for even operators.

By (a), H = H_A + H_B with both terms even and number conserving. By (b), a label of AB is a pair (k_A, k_B), and P_k = P_kA P_kB, each factor a function of number operators and so even. The CAS Hamiltonian is the sum of the fragment CAS Hamiltonians, and E0 = E_A + E_B.

Products of fragment CAS eigenstates, over all distributions of the active electrons, form a complete eigenbasis of the CAS Hamiltonian of AB. A nondegenerate eigenvector must be one of them. If Ψ_A had nonzero spin, changing its spin projection would give another state of the same energy, so a root that is nondegenerate when all spin projections are counted satisfies (c) automatically. In a degenerate level a computed eigenvector can be a sum of products, and the theorem does not apply to it.

6. Additivity of H^D

For p on A and q on B, E_pq changes the electron number of A, so γ_pq = 0. For p, q on A, E_pq is even and γ_pq = ⟨Ψ_A|E_pq|Ψ_A⟩⟨Ψ_B|Ψ_B⟩ = γ^A_pq.

For p on A and q on B, each of h_pq, (pq|mn) and (pn|mq) has indices on both fragments, so F_pq = 0. For p, q on A, the integrals vanish unless m and n are also on A, so F_pq = F^A_pq. Orbitals that diagonalise the core and virtual blocks of F^A and F^B therefore diagonalise those of F, with the same ε. The same counting of indices gives h^eff = h^eff,A ⊕ h^eff,B, E_core = E_core,A + E_core,B, and an active two-electron term with no mixed part. Every term of H^D is then a sum, C included:

H^D = H^D_A + H^D_B,   H^D_A Ψ_A = E_A Ψ_A,   H^D_B Ψ_B = E_B Ψ_B.

For any state x of A this gives

(H^D − E0)(xΨ_B) = (H^D_A x)Ψ_B + x E_B Ψ_B − (E_A + E_B) xΨ_B = [(H^D_A − E_A)x]Ψ_B.   (I)

7. Factorisation of the perturbers

Apply P_k = P_kA P_kB to HΨ0 = (H_AΨ_A)Ψ_B + Ψ_A(H_BΨ_B):

φ_k = (P_kA H_AΨ_A)(P_kB Ψ_B) + (P_kA Ψ_A)(P_kB H_BΨ_B).

A fragment reference lies in its CAS space, so P_kX Ψ_X equals Ψ_X for k_X = 0 and vanishes otherwise. There are three cases.

A-local label, k_A ≠ 0 and k_B = 0: the second term vanishes and φ_k = φ^A_kA Ψ_B.

B-local label: φ_k = Ψ_A φ^B_kB.

Mixed label, both nonzero: both terms vanish, φ_k = 0, and the label contributes nothing in any variant.

8. The SC and U variants

For an A-local label the norm is N_k = ⟨φ^A|φ^A⟩⟨Ψ_B|Ψ_B⟩ = N^A, and by (I) the numerator of Δ_k is ⟨φ^A|H^D_A − E_A|φ^A⟩, so Δ_k = Δ^A. The SC amplitude is −φ^AΨ_B/Δ^A and the energy is −N^A/Δ^A, the fragment values.

For U, let x solve (H^D_A − E_A)x = φ^A in the range of P_kA. Then xΨ_B lies in the range of P_k, and (I) gives (H^D − E0)(xΨ_B) = φ^AΨ_B = φ_k. By (d) the solution is unique, so M_k⁻¹φ_k = xΨ_B and ⟨φ_k|xΨ_B⟩ = ⟨φ^A|x⟩. The fragment equation has a solution because the functions x′Ψ_B form an invariant block of the invertible M_k. Neither argument used the spin of the fragments.

9. The PC variant

The PC space of an A-local label in the dimer can be larger than S^A Ψ_B, where S^A is the fragment space. The two coincide in class (2,2), where all four indices of a generator are inactive orbitals of A. When a generator has a free active index, the dimer space also contains functions such as those in which an active electron of B is promoted to a virtual of A, or in which B is excited within its active space. If these functions mixed with S^AΨ_B through the projected operator M_k, the dimer would have more variational freedom than the monomers and the energy would differ. They do not mix.

Define Q by Q(xy) = ⟨Ψ_B|y⟩ xΨ_B, the orthogonal projector that puts B in its reference state. It commutes with H^D_A and with P_kA, which act on x only. It commutes with H^D_B, because

Q H^D_B(xy) = ⟨Ψ_B|H^D_B|y⟩ xΨ_B = E_B⟨Ψ_B|y⟩ xΨ_B = H^D_B Q(xy),

and with the CAS projector of B, which leaves Ψ_B fixed. The claim is QS_k = S^AΨ_B. Take a generator E_pq E_mn Ψ0 = Σ_στ a†_pσ a_qσ a†_mτ a_nτ Ψ0. Its image under Q vanishes unless the electron number of B is unchanged, that is, unless as many creators (p, m) as annihilators (q, n) are on B. The possibilities are the following.

No index on B. The generator is (E_pq E_mnΨ_A)Ψ_B and Q leaves it fixed. These generators also show that S^AΨ_B is contained in S_k.

All indices on B. The generator is Ψ_A(…), and P_kA removes it.

p, q on A and m, n on B, or the reverse. Q gives γ^B_mn (E_pqΨ_A)Ψ_B.

p, n on A and q, m on B. The pair a_qσ a†_mτ is an even operator of B and commutes with a_nτ, so the string equals (a†_pσ a_nτ)(a_qσ a†_mτ). Conservation of the spin projection makes the B average diagonal in σ, τ. A singlet is invariant under the spin rotation that exchanges α and β, so each spin carries half the density: ⟨a†_mσ a_qσ⟩ = ½γ^B_mq. Hence ⟨a_qσ a†_mτ⟩ = δ_στ(δ_qm − ½γ^B_mq), independent of σ, and Q gives (δ_qm − ½γ^B_mq)(E_pnΨ_A)Ψ_B.

q, m on A and p, n on B. Now a_qσ a†_mτ is an even operator of A and moves to the left of a†_pσ, giving (a_qσ a†_mτ)(a†_pσ a_nτ). The B average is ½δ_στ γ^B_pn, and Σ_σ a_qσ a†_mσ = 2δ_qm − E_mq. Q gives ½γ^B_pn[(2δ_qm − E_mq)Ψ_A]Ψ_B, and P_kA removes the first term.

After projection with P_k every image is a multiple of (P_kA EEΨ_A)Ψ_B or of (P_kA EΨ_A)Ψ_B, and the latter lies in S^AΨ_B by the number-operator argument of part 3 applied to A. So QS_k = S^AΨ_B ⊂ S_k. Then S_k is the orthogonal sum of QS_k and (1 − Q)S_k, both inside S_k, and Π_k commutes with Q. For a vector zΨ_B in the range of Q, Π_k(zΨ_B) = QΠ_k(zΨ_B) lies in S^AΨ_B and is the orthogonal projection onto it, so Π_k(zΨ_B) = (Π^A z)Ψ_B. Let x in S^A solve Π^A(H^D_A − E_A)x = φ^A. Using (I),

M_k(xΨ_B) = Π_k{[(H^D_A − E_A)x]Ψ_B} = [Π^A(H^D_A − E_A)x]Ψ_B = φ^AΨ_B = φ_k.

Uniqueness from (d) completes the case. Summing the A-local and the B-local labels in any of the three variants gives Ψ1 = Ψ1_AΨ_B + Ψ_AΨ1_B and E2 = E2_A + E2_B.

Two conditions are visible in this argument. The singlet property of B entered in the last two cases, through ⟨a†_mσ a_qτ⟩ = ½δ_στγ^B_mq. That relation also holds for the zero-projection component of a state of integer spin, which the exchange of α and β maps to plus or minus itself. When B has a nonzero spin projection the average leaves a spin-dependent operator on A, and this proof of the PC case does not cover it. The argument also needs QS_k ⊂ S_k for the space actually used: a numerical removal of near linear dependencies that discards a direction of S^AΨ_B in the dimer but keeps it in the monomer lies outside the theorem.

For noninteracting fragments in singlet reference states, with orbitals localised on the fragments, the first-order function and second-order energy of NEVPT2 have been shown to be additive in the uncontracted, partially contracted and strongly contracted variants. What remains is to see how far localisation can be dropped, to check the result numerically and against MRCISD, and to examine fragments at finite distance.
